Density Mixing in Metals, Hafnia and Capacitor Stacks: Step Counts and Kerker Preconditioning, part 2

Density mixing in a metal/hafnia/metal cell iterates

n_{k+1} = n_k + αP(F[n_k] − n_k),

where F[n] is the Kohn-Sham output density. Plain mixing has P = 1; Kerker's choice is

P(q) = q²/(q² + q0²).

The cell has period L along z, ions are frozen, only the Hartree potential responds, and units are Gaussian. N steps reduce the worst small error η by a factor δ. With response eigenvalues from λ_min to λ_max, κ = λ_max/λ_min and the best α = 2/(λ_max + λ_min),

r = (κ − 1)/(κ + 1), N = ln(1/δ)/ln(1/r),

or N ≈ (κ/2) ln(1/δ) for large κ. The Coulomb norm is ⟨η|v|η⟩ with v(q) = 4πe²/q²; the Kerker norm has weight v/P.

The first derivation, perturbation theory, gave for free electrons of density n, with E_F = ħ²k_F²/2m and D = mk_F/(π²ħ²) = 3n/2E_F, the plain and Kerker eigenvalues

λ(q) = 1 + k_TF² F(q/2k_F)/q², k_TF² = 4πe²D = 4k_F me²/(πħ²),

λ_K(q) = (q² + k_TF²F)/(q² + q0²),

F(x) = 1/2 + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|.

For an insulator with gap E_g and peak plane-averaged density n_max, a commutator argument bounded the plain spectrum:

λ_max ≤ λ_b = 1 + 4πe²ħ²n_max/(mE_g²).

The second derivation, local electrostatics with permittivity ε, gave the insulator's long-wave Kerker eigenvalue εq²/(q² + k_TF²). For alternating metal (thickness M) and film (thickness d), the local model has screening k_m² = k_TF² in the metal and 0 in the film. Its plain top eigenvalue λ = 1 + k_TF²/k² follows from

(λ − 1)k cos(kM/2) = −(λ − ε)(2/d) sin(kM/2).

The Kerker bottom eigenvalue lies below λ = εk²/(k² + q0²) at k = 2π/d and above its value at the lowest root of

(ε − λ)k tan(kd/2) = (1 − λ)q0.

The two-electrode cell repeats metal, film, metal, film; charge can move between its electrodes.

**Numbers**

The electrode is a free-electron metal with 50 electrons/nm³, which gives k_F = 11.40 nm⁻¹, E_F = 4.95 eV and k_TF = 16.56 nm⁻¹. The insulator is a bundle of chains with filled one-dimensional bands, a gap of 5.78 eV and a macroscopic electronic permittivity of 4.03 at the longest wave of the 6 nm cell (4.10 as q → 0). The target is δ = 10⁻³, and q0 = 16.56 nm⁻¹ throughout.

For a 6 nm metal cell, q1 = 2π/6 = 1.047 nm⁻¹ and

λ_max ≈ 1 + (16.56/1.047)² ≈ 251,
N ≈ (251/2) × 6.91 ≈ 867.

The eigenvalue found by differentiating the Kohn-Sham map numerically, with 0.1 eV smearing and exact integration over in-plane wave vectors, is 250.8. A finite lateral mesh shifts it: in a 0.424 nm lateral cell, meshes of 4×4×1, 8×8×1 and 12×12×1 give 274, 257 and 262, and the 8×8×1 mesh with 0.025 eV smearing gives 281, while the Kerker count stays near 4. Full nonlinear loops, started from small errors with equal Coulomb weight in every wave, took 54, 208 and 819 steps for L = 1.5, 3 and 6 nm. The worst-case formula gives 57, 219 and 867; the loops do slightly better because part of their starting error lies between the spectral extremes. From 3 to 6 nm the count grows as L to the power 1.98. With Kerker every metal cell took 4 steps, measured in the Kerker norm.

The upper stability limit was tested at L = 3 nm with α = 2.1/λ_max. The longest wave should then be multiplied by 1 − 2.1 = −1.1 per step. After 30 steps the error norm had grown 3.6 times, with 99.4% of its square in that wave. The wave itself grows by 1.1³⁰ = 17.4, but it started with 1/√23 of the norm, shared equally among 23 waves, and 17.4/√23 = 3.6. This alternating growth is charge sloshing.

For the insulator the peak density is 231 nm⁻³. (The numerical output lists 222 nm⁻³, and with it a bound of 10.2 and 35 steps, because its density cutoff of 50 nm⁻¹ drops the second lattice harmonic at 50.3 nm⁻¹.) Since 4πe² = 2k_TF²E_F/3n and ħ²/m = 2E_F/k_F², the metal's numbers supply the constants:

4πe²ħ²/m = (4/3)(16.56 × 4.95/11.40)²/50 ≈ 1.38 eV² nm³,
λ_b ≈ 1 + 1.38 × 231/5.78² ≈ 10.5.

This allows at most 37 steps. The computed λ_max rises from 3.9 to 4.6 to 4.9, and the plain loops took 13, 15 and 15 steps. With Kerker they took 17, 56 and 209 in the Kerker norm, which weights long waves more heavily; in the Coulomb norm used for the plain loops the linearized counts are 16, 46 and 160. At 6 nm the local estimate of the lowest eigenvalue, 4.03 × 1.047²/(1.047² + 16.56²) = 0.0160, agrees with the computed value.

For stacks with the metal held at 4 nm, the plain top eigenvalue is 288 for a 5 nm film and 344 for a 10 nm film, as the matching condition predicts. The Kerker bottom eigenvalue falls from 0.0093 to 0.0032, inside its limits at both thicknesses. This is a factor of 2.9 rather than 4. The condition q0d ≫ ε already holds, but d is still comparable to M; further doublings of d give factors of 3.1, 3.4 and 3.65. The corresponding worst-case estimates are 994 and 1187 steps without Kerker, and 370 and 1075 with it. The Kerker estimates set the top eigenvalue to 1, because the local model overstates the film's short-wave response. Removing the grid error moves the Kerker estimates to 373 and 1078. They also depend on the interface model: with the film described by the quantum response of the chain between hard walls, the plain values are unchanged and the Kerker top is 1.015, but the bottom values become 0.0081 and 0.0031 and the estimates about 435 and 1140. Treating the metal also as a quantum slab between hard walls lowers the plain top values to 278 and 330 (about 960 and 1140 steps) and the Kerker bottom values to 0.0071 and 0.0029 (about 500 and 1210 steps), so that at 10 nm Kerker is slightly the slower. In this one-metal cell at 10 nm, Kerker with q0 = k_TF has lost nearly all its advantage. In the two-electrode cell it keeps more, because it removes the charge-transfer mode: the local-model estimates without and with Kerker are about 6100 and 720, 10800 and 2600, 20200 and 10000 for d = 5, 10 and 20 nm. A q0 tuned to this stack does better without curing it: q0 ≈ 0.8 nm⁻¹ gives about 530 steps in the local model and about 670 with the quantum film.

**What each derivation assumes**

The first derivation treats all wavelengths and, for the insulator, the atomic-scale density variation. It gives a rigorous bound within Hartree response and local potentials (with the three-dimensional peak density when the crystal has lateral structure), at the price of looseness: 10.5 against a computed 4.9. Nonlocal pseudopotentials and hybrid functionals add terms to the commutator, so this particular constant then fails. Its explicit metal spectrum requires a homogeneous electron gas.

The second derivation assumes slow variation and takes ε as given. It must be told that short waves are weakly screened, and it misses the local-field effects that separate λ_max from the macroscopic permittivity: from a diagonal element of 4.6 at the longest wave of the 6 nm cell, they raise λ_max to 4.9 and lower ε to 4.0. In return it treats interfaces and shows why the long-wave eigenvalue grows without limit where charge can flow freely. A gap caps the growth but need not keep it small: with the chain's gap reduced to 4 eV, λ_max saturates near 9.0 (31 steps), and with a 1 eV gap it rises through 11, 32, 70, 104 and 118 for L = 1.5 to 24 nm toward about 123 (430 steps).

Both omit exchange and correlation in the response. Local exchange, v_x = −e²(3n/π)^{1/3}, has derivative v_x/3n and shifts the plain metal eigenvalue at small q by Dv_x/3n = −0.53. This is negligible beside 251. At the other end of the spectrum it breaks λ ≥ 1: the smallest plain eigenvalue falls to 0.95 near q = 31 nm⁻¹, which raises the 6 nm count from 867 to about 910 without changing the scaling. In the homogeneous formula it lowers the smallest Kerker eigenvalue from 0.80 to 0.65, which still leaves a modest κ. The finite cells gave about 0.77 without exchange; the reason is their plane-wave cutoff of 26 nm⁻¹, which removes some short-wave response. Truncating the Lindhard integral at that cutoff gives 0.775, and a cutoff of 40 nm⁻¹ restores 0.80. In the 6 nm insulator cell the same kernel, evaluated on the model density, moves the plain spectrum from 1.00–4.86 to 0.96–4.69 and leaves the worst-case count near 17. Correlation is not sized here.

**Beside a real capacitor**

A nitride electrode has very roughly 5 × 10²² electrons/cm³, the density used here, but its bands are not free-electron bands. Because λ_max − 1 is proportional to the density of states at the Fermi level, doubling the density of states nearly doubles the plain count (doubling the free-electron density would raise λ_max − 1 by only 2^{1/3}). The model's value corresponds to 0.29 states/eV per TiN formula unit, and d bands are expected to give more. If q0 is kept at 16.56 nm⁻¹, a doubled or tripled density of states raises the homogeneous Kerker count from 4 to about 8 or 12. Hafnia's measured gap of roughly 5 to 6 eV and electronic permittivity of roughly 4 to 5 are near the model's values. The gap that enters the bound, however, is the Kohn-Sham gap, which for local and semilocal functionals is nearer 4 eV; at the model's peak density that alone raises λ_b from 10.5 to about 21. Its valence density is several times the model's mean of 133 nm⁻³, which would loosen the bound without restoring any dependence on L. A device also breaks homogeneity: for a 10 nm film and q0 = k_TF it moves the Kerker count from 4 to a worst-case estimate near 1100 in the one-metal cell and near 2600 in the two-electrode cell. The sharp metal boundary matters for the numbers more than for the scaling. A free electron under a barrier E_g/2 has a density decay length ħ/(2√(mE_g)) = 0.06 nm. This underestimates the leakage: the complex band structure of the model insulator gives 0.17 nm at midgap. Both are far below the film thickness, but 0.17 nm is three screening lengths. Letting k_m² decay into the film over 0.17 nm changes the one-metal estimates without and with Kerker from 994 and 373 to about 1110 and 280 at 5 nm, and from 1187 and 1078 to about 1360 and 980 at 10 nm; the Kerker count still grows with d.

The insulating result also fails if the film's own field closes the gap. For a rough polarization of 20 μC/cm², with no compensating charge and frozen ions, the field 4πP/ε is 56 MV/cm, or 5.6 V/nm. This is ten or more times the few MV/cm at which real hafnia films break down, so it describes an uncompensated computational cell, not an operating device. The potential drop reaches the gap at 5.78/5.6 ≈ 1.0 nm. The gap closes later, because the field confines the band-edge states: a hard-wall slab of the model chain in this fixed field still has a 6.0 eV gap at 1 nm and closes near 2 nm. Electrodes and ionic screening reduce this field (shorted electrodes with the model's 0.06 nm screening length leave 2.6 MV/cm across 10 nm, a drop of 2.6 V), but a bare polar slab can acquire metallic surfaces, and with them charge sloshing, during the iteration itself. All counts here are for a fixed α. Production codes use history mixing (Pulay, Anderson, Broyden), which removes isolated large eigenvalues and needs far fewer steps. On the linearized spectrum of the homogeneous metal, a full-history minimal-residual iteration reaches δ = 10⁻³ in 6, 9 and 13 steps for L = 1.5, 3 and 6 nm. These counts refer to the error in the Coulomb norm, and they continue with 19 and 27 for 12 and 24 nm. In the local-model stacks with M = 4 nm the same iteration without Kerker needs 14 to 21 steps, and with q0 = k_TF it needs more, although that model overstates the film's short-wave response. The spectra carry over to such schemes, but the L² step counts do not. The numerical output gives the remaining values.

Values computed for the example and the checks

```
metal density 50 /nm^3, smearing 0.1 eV
k_F 11.397 /nm, Fermi energy 4.949 eV
k_TF = q0 16.560 /nm, screening length 0.0604 nm
error reduction target 1e-03 (no unit)
insulator: period 0.25 nm, chain area 0.06 nm^2
lattice potential coefficient 2.9 eV
insulator gap 5.779 eV, permittivity 4.029
mean, peak density 133.3, 222.1 /nm^3
eigenvalue bound 10.169, step bound 35.0
metal L=1.5 nm: top eigenvalue 16.45, formula 16.45
  best alpha 0.11464, steps 54, worst-case formula 56.8
  Kerker eigenvalues 0.783 to 0.989, steps 4
metal L=3.0 nm: top eigenvalue 63.32, formula 63.34
  best alpha 0.03110, steps 208, worst-case formula 218.7
  Kerker eigenvalues 0.778 to 0.997, steps 4
metal L=6.0 nm: top eigenvalue 250.80, formula 250.89
  best alpha 0.00794, steps 819, worst-case formula 866.5
  Kerker eigenvalues 0.774 to 0.999, steps 4
insulator L=1.5 nm: top eigenvalue 3.918, eps_M 3.309
  best alpha 0.4049, steps 13
  Kerker eigenvalues 0.1932 to 1.003, steps 17
insulator L=3.0 nm: top eigenvalue 4.616, eps_M 3.847
  best alpha 0.3551, steps 15
  Kerker eigenvalues 0.0600 to 1.008, steps 56
insulator L=6.0 nm: top eigenvalue 4.857, eps_M 4.029
  best alpha 0.3406, steps 15
  Kerker eigenvalues 0.0160 to 1.009, steps 209
power of L, 3 to 6 nm: metal plain 1.977
power of L, 3 to 6 nm: insulator Kerker 1.900
metal Kerker eigenvalue floor 0.500
alpha=2.1/top, L=3 nm, 30 steps: error grows x3.62
  share of longest wave in squared norm 0.9940
stack 4 nm metal + 5 nm film: plain top 287.9, matched 287.9
  Kerker bottom 0.00933, bracket 0.00481 to 0.02307
  steps: plain 994, Kerker (top set to 1) 370
stack 4 nm metal + 10 nm film: plain top 343.8, matched 343.8
  Kerker bottom 0.00321, bracket 0.00132 to 0.00579
  steps: plain 1187, Kerker (top set to 1) 1075
exchange shift of plain eigenvalue at small q -0.528
lowest metal Kerker eigenvalue: Hartree 0.804, with exchange 0.652
smearing change of density of states 3.4e-04 (relative)
midgap leakage length of metal states 0.0574 nm
polarization 20 uC/cm^2: bare field 56.1 MV/cm
  gap closes at film thickness 1.03 nm
```
